# Nodes of the 2s1/2 and 2p1/2 Dirac-Coulomb radial functions: a numerical check

```python
# Result under test: closed-form 2s1/2 and 2p1/2 Dirac-Coulomb radial functions
# and the positions of all their nodes, for a point nucleus of charge Z.
# Hartree atomic units; c = speed of light; kappa = -1 (2s1/2), +1 (2p1/2).
# gamma = sqrt(1-(Z/c)^2), N = sqrt(2(1+gamma)), E = c^2 N/2 (with rest energy),
# x = 2 Z r/N; P and Q are the large and small radial components, obeying
#   P' = -kappa P/r + (E + c^2 + Z/r) Q/c
#   Q' =  kappa Q/r - (E - c^2 + Z/r) P/c,   integral of P^2+Q^2 equal to 1.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

mp.mp.dps = 30
C_LIGHT = 1.0 / constants.fine_structure
BOHR_PM = constants.physical_constants["Bohr radius"][0] * 1e12
HARTREE_KEV = constants.physical_constants["Hartree energy in eV"][0] / 1e3
Z_EX = 54
STATES = {-1: "2s1/2", 1: "2p1/2"}


def parameters(Z, c):
    gamma = mp.sqrt(1 - (mp.mpf(Z) / c) ** 2)
    return gamma, mp.sqrt(2 * (1 + gamma))


def prefactors(kappa, Z, c):
    """Signed factors multiplying w(x) times the linear brackets of P and Q."""
    gamma, N = parameters(Z, c)
    norm = mp.sqrt(Z / (2 * N**2 * (N + kappa) * mp.gamma(2 * gamma + 1)))
    return norm * mp.sqrt(1 + N / 2), kappa * norm * mp.sqrt(1 - N / 2)


def closed_form(kappa, Z, c, r):
    gamma, N = parameters(Z, c)
    x = 2 * Z * r / N
    w = x**gamma * mp.exp(-x / 2)
    a_p, a_q = prefactors(kappa, Z, c)
    if kappa == -1:
        return a_p * w * (N * (N - 1) - x), a_q * w * ((N + 2) * (N - 1) - x)
    return a_p * w * ((2 - N) * (N + 1) + x), a_q * w * (N * (N + 1) - x)


def closed_nodes(kappa, Z, c):
    """Node radii of P and of Q, as two lists."""
    N = parameters(Z, c)[1]
    if kappa == -1:
        return ([float(N**2 * (N - 1) / (2 * Z))],
                [float(N * (N - 1) * (N + 2) / (2 * Z))])
    return [], [float(N**2 * (N + 1) / (2 * Z))]


# Test: the closed forms satisfy both radial equations, at several charges.
worst_residual = 0.0
for Z in (10, 54, 80):
    c = mp.mpf(C_LIGHT)
    E = c**2 * parameters(Z, c)[1] / 2
    for kappa in STATES:
        for zr in (0.05, 0.8, 3.0, 9.0):
            r = mp.mpf(zr) / Z
            P, Q = closed_form(kappa, Z, c, r)
            dP = mp.diff(lambda s: closed_form(kappa, Z, c, s)[0], r)
            dQ = mp.diff(lambda s: closed_form(kappa, Z, c, s)[1], r)
            res_p = dP + kappa * P / r - (E + c**2 + Z / r) * Q / c
            res_q = dQ - kappa * Q / r + (E - c**2 + Z / r) * P / c
            scale = Z * (abs(P) + abs(Q))
            worst_residual = max(worst_residual,
                                 float((abs(res_p) + abs(res_q)) / scale))
assert worst_residual < 1e-10

# Test: norms of the two components by quadrature.
gamma54, N54 = (float(v) for v in parameters(Z_EX, C_LIGHT))
weights = {}
for kappa in STATES:
    parts = []
    for i in (0, 1):
        def density(r, k=kappa, i=i):
            return float(closed_form(k, Z_EX, C_LIGHT, r)[i]) ** 2
        parts.append(quad(density, 0, 10 / Z_EX, epsabs=1e-10)[0]
                     + quad(density, 10 / Z_EX, 60 / Z_EX, epsabs=1e-10)[0])
    weights[kappa] = parts
    assert abs(sum(parts) - 1) < 1e-7
    assert abs(parts[0] - (1 + N54 / 2) / 2) < 1e-7
    assert abs(parts[1] - (1 - N54 / 2) / 2) < 1e-7

# Test: for very large c the Schroedinger functions come back, and Q tends to
# (P' + kappa P/r)/(2c).
c_big = mp.mpf(C_LIGHT) * 10**4
Zm = mp.mpf(Z_EX)
schroedinger = {
    -1: lambda r: Zm**1.5 / mp.sqrt(2) * r * (1 - Zm * r / 2) * mp.exp(-Zm * r / 2),
    1: lambda r: Zm**2.5 / (2 * mp.sqrt(6)) * r**2 * mp.exp(-Zm * r / 2)}
for kappa, func in schroedinger.items():
    for zr in (0.7, 3.0, 9.0):
        r = mp.mpf(zr) / Zm
        P, Q = closed_form(kappa, Zm, c_big, r)
        q_limit = (mp.diff(func, r) + kappa * func(r) / r) / (2 * c_big)
        assert abs(P / func(r) - 1) < 1e-7
        assert abs(Q / q_limit - 1) < 1e-7


# Independent road: shooting in t = ln r, with no use of the closed forms.
T_MATCH = np.log(5.0 / Z_EX)
R_START = 1e-6


def shoot(kappa, e):
    """Outward and inward solutions at trial energy e = E - c^2."""
    def rhs(t, y):
        r = np.exp(t)
        return [-kappa * y[0] + (r * (e + 2 * C_LIGHT**2) + Z_EX) / C_LIGHT * y[1],
                kappa * y[1] - (r * e + Z_EX) / C_LIGHT * y[0]]
    power = np.sqrt(kappa**2 - (Z_EX / C_LIGHT) ** 2)
    decay = np.sqrt(-e * (2 + e / C_LIGHT**2))
    options = dict(method="DOP853", rtol=1e-11, atol=1e-12, dense_output=True)
    out = solve_ivp(rhs, (np.log(R_START), T_MATCH),
                    [1.0, (power + kappa) * C_LIGHT / Z_EX], **options)
    inn = solve_ivp(rhs, (np.log(40 / decay), T_MATCH),
                    [1.0, -decay * C_LIGHT / (e + 2 * C_LIGHT**2)], **options)
    assert out.success and inn.success
    return out, inn


def mismatch(e, kappa):
    out, inn = shoot(kappa, e)
    a, b = out.y[:, -1], inn.y[:, -1]
    return (a[0] * b[1] - a[1] * b[0]) / (np.linalg.norm(a) * np.linalg.norm(b))


e_closed = float(mp.mpf(C_LIGHT) ** 2 * (parameters(Z_EX, C_LIGHT)[1] / 2 - 1))
e_schr = -Z_EX**2 / 8
e_shot, shot_nodes = {}, {}
for kappa in STATES:
    e_shot[kappa] = brentq(mismatch, 1.2 * e_schr, 0.9 * e_schr,
                           args=(kappa,), xtol=1e-9)
    assert abs(e_shot[kappa] / e_closed - 1) < 1e-7
    out, inn = shoot(kappa, e_shot[kappa])
    a, b = out.y[:, -1], inn.y[:, -1]
    factor = np.dot(a, b) / np.dot(b, b)

    def component(t, i):
        return out.sol(t)[i] if t <= T_MATCH else factor * inn.sol(t)[i]

    grid = np.linspace(np.log(R_START), inn.t[0], 1500)
    shot_nodes[kappa] = []
    for i in (0, 1):
        values = np.array([component(t, i) for t in grid])
        changes = np.where(values[:-1] * values[1:] < 0)[0]
        found = [float(np.exp(brentq(component, grid[j], grid[j + 1], args=(i,))))
                 for j in changes]
        shot_nodes[kappa].append(found)
        expected = closed_nodes(kappa, Z_EX, C_LIGHT)[i]
        assert len(found) == len(expected)
        assert np.allclose(found, expected, rtol=1e-6, atol=0)

# Test: relativity moves each numerically found node inward.
limits = {(-1, 0): 2 / Z_EX, (-1, 1): 4 / Z_EX, (1, 1): 6 / Z_EX}
for (kappa, i), r_limit in limits.items():
    assert shot_nodes[kappa][i][0] < r_limit

print(f"Z = {Z_EX}, c = {C_LIGHT:.6f} a.u.")
print(f"Z/c = {Z_EX / C_LIGHT:.6f}, gamma = {gamma54:.6f}, N = {N54:.6f}")
print(f"E/c^2 = N/2 = {N54 / 2:.6f}")
print(f"E - c^2, closed form = {e_closed:.4f} hartree"
      f" = {e_closed * HARTREE_KEV:.4f} keV")
print(f"E - c^2, Schroedinger value = {e_schr:.4f} hartree")
for kappa, name in STATES.items():
    print(f"E - c^2, {name} by shooting = {e_shot[kappa]:.4f} hartree")
print(f"x/r = 2Z/N = {2 * Z_EX / N54:.4f} 1/bohr")
brackets = {-1: (N54 * (N54 - 1), (N54 + 2) * (N54 - 1)),
            1: ((2 - N54) * (N54 + 1), N54 * (N54 + 1))}
for kappa, name in STATES.items():
    a_p, a_q = (float(v) for v in prefactors(kappa, Z_EX, C_LIGHT))
    print(f"{name} signed prefactors: P {a_p:.5f}, Q {a_q:.5f} bohr^(-1/2)")
    print(f"{name} bracket constants: P {brackets[kappa][0]:.5f},"
          f" Q {brackets[kappa][1]:.5f} (dimensionless)")
    print(f"{name} weights by quadrature: P^2 {weights[kappa][0]:.6f},"
          f" Q^2 {weights[kappa][1]:.6f}")
for kappa, name in STATES.items():
    r_grid = np.linspace(0.001, 0.4, 800)
    dens = [float(sum(v**2 for v in closed_form(kappa, Z_EX, C_LIGHT, r)))
            for r in r_grid]
    print(f"{name} largest P^2+Q^2 = {max(dens):.3f} 1/bohr")
    for i, letter in enumerate("PQ"):
        nodes = closed_nodes(kappa, Z_EX, C_LIGHT)[i]
        print(f"{name} {letter}: number of nodes found by shooting"
              f" = {len(shot_nodes[kappa][i])}")
        for r, r_num in zip(nodes, shot_nodes[kappa][i]):
            r_limit = limits[(kappa, i)]
            d = float(sum(v**2 for v in closed_form(kappa, Z_EX, C_LIGHT, r)))
            print(f"  node, closed form = {r:.6f} bohr = {r * BOHR_PM:.4f} pm")
            print(f"  node, shooting = {r_num:.6f} bohr")
            print(f"  limit c to infinity = {r_limit:.6f} bohr,"
                  f" shift = {100 * (r / r_limit - 1):.2f} %")
            print(f"  P^2+Q^2 at this node = {d:.4f} 1/bohr")
r_formal = -N54 * (2 - N54) * (N54 + 1) / (2 * Z_EX)
print(f"2p1/2 P: root of the bracket at r = {r_formal:.6f} bohr (not physical)")
print(f"largest relative residual of the radial equations = {worst_residual:.1e}")
print("checks complete")
```

Printed output:

```
Z = 54, c = 137.035999 a.u.
Z/c = 0.394057, gamma = 0.919086, N = 1.959125
E/c^2 = N/2 = 0.979563
E - c^2, closed form = -383.7902 hartree = -10.4435 keV
E - c^2, Schroedinger value = -364.5000 hartree
E - c^2, 2s1/2 by shooting = -383.7902 hartree
E - c^2, 2p1/2 by shooting = -383.7902 hartree
x/r = 2Z/N = 55.1266 1/bohr
2s1/2 signed prefactors: P 2.89555, Q -0.29421 bohr^(-1/2)
2s1/2 bracket constants: P 1.87905, Q 3.79730 (dimensionless)
2s1/2 weights by quadrature: P^2 0.989781, Q^2 0.010219
2p1/2 signed prefactors: P 1.64849, Q 0.16750 bohr^(-1/2)
2p1/2 bracket constants: P 0.12095, Q 5.79730 (dimensionless)
2p1/2 weights by quadrature: P^2 0.989781, Q^2 0.010219
2s1/2 largest P^2+Q^2 = 10.620 1/bohr
2s1/2 P: number of nodes found by shooting = 1
  node, closed form = 0.034086 bohr = 1.8038 pm
  node, shooting = 0.034086 bohr
  limit c to infinity = 0.037037 bohr, shift = -7.97 %
  P^2+Q^2 at this node = 0.1551 1/bohr
2s1/2 Q: number of nodes found by shooting = 1
  node, closed form = 0.068883 bohr = 3.6451 pm
  node, shooting = 0.068883 bohr
  limit c to infinity = 0.074074 bohr, shift = -7.01 %
  P^2+Q^2 at this node = 8.0409 1/bohr
2p1/2 largest P^2+Q^2 = 10.905 1/bohr
2p1/2 P: number of nodes found by shooting = 0
2p1/2 Q: number of nodes found by shooting = 1
  node, closed form = 0.105163 bohr = 5.5650 pm
  node, shooting = 0.105163 bohr
  limit c to infinity = 0.111111 bohr, shift = -5.35 %
  P^2+Q^2 at this node = 7.3075 1/bohr
2p1/2 P: root of the bracket at r = -0.002194 bohr (not physical)
largest relative residual of the radial equations = 1.5e-28
checks complete
```
